# Spin-Orbit Components and Dipole Access of a Double Donor's 1s Triplet: verification in Python

```python
# Neutral double donor of Td symmetry: spin-orbit levels of 1s(A1)1s(T2).
# Result under test: the triplet term 3T2 splits into A2 + T2 + (E + T1) at
#   Et - zeta,  E_minus,  Et + zeta/2,
# and only T2 is reached by an electric dipole from the singlet ground state.
#   E_minus/plus = Et + (D - zeta/2)/2 -/+ sqrt((D + zeta/2)^2 + 2 zeta^2)/2
#   singlet weight of lower T2: w = (1 - (D + zeta/2)/sqrt(...))/2
# Et: triplet energy above ground, D: singlet-triplet gap, zeta: constant of
# zeta l.s in the T2 orbital, eta: spin-orbit constant between E and T2,
# d: orbital dipole length <A1|z|T2z>. Energies in meV, lengths in nm.
# Independent road: diagonalization of all 66 two-electron states of the 1s
# shell with a model short-range repulsion that has the full Td symmetry.
import itertools
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

Et, D, zeta, d = 265.0, 5.0, 0.8, 0.05
eta, gap_E = 0.8, 3.0          # E-T2 spin-orbit constant; E above T2 orbital

# Symmetry operations and characters
ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            ops.append(np.diag(signs) @ np.eye(3)[list(perm)])
det = np.array([round(np.linalg.det(R)) for R in ops])
trace = np.array([np.trace(R) for R in ops])
chars = {"A1": np.ones(24), "A2": det,
         "E": np.array([np.trace(abs(R)) for R in ops]) - 1,
         "T1": det * trace, "T2": trace}

def decompose(character):
    parts = []
    for name, chi in chars.items():
        mult = np.sum(chi * character) / 24
        assert abs(mult - np.round(mult.real)) < 1e-6
        parts += [name] * int(round(mult.real))
    return "+".join(parts)

split = decompose(chars["T2"] * chars["T1"])
assert split == "A2+E+T1+T2"
assert decompose(chars["T2"] * chars["A1"]) == "T2"

# Orbitals: cosine and sine standing waves of the three valley pairs
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
I2, I6, I12 = np.eye(2), np.eye(6), np.eye(12)
orb_ops, spinorb_ops = [], []
for R, sign in zip(ops, det):
    orb = np.zeros((6, 6))
    orb[:3, :3], orb[3:, 3:] = abs(R), R
    q = Rotation.from_matrix(sign * R).as_quat()
    U = q[3] * I2 - 1j * sum(q[k] * pauli[k] for k in range(3))
    orb_ops.append(orb)
    spinorb_ops.append(np.kron(orb, U))
assert decompose(np.array([np.trace(P) for P in orb_ops])) == "A1+E+T2"

A1 = np.array([1, 1, 1, 0, 0, 0]) / np.sqrt(3)
proj_A = np.outer(A1, A1)
proj_T = np.diag([0, 0, 0, 1, 1, 1]).astype(float)
proj_E = I6 - proj_A - proj_T
ang, cross = [], []            # l_k inside T2, and its E-T2 counterpart
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    L = np.zeros((6, 6), complex)
    L[3 + i, 3 + j], L[3 + j, 3 + i] = -1j, 1j
    e_k = (I6[i] - I6[j]) / np.sqrt(2)
    C = 1j * np.outer(e_k, I6[3 + k])
    ang.append(L)
    cross.append(C + C.conj().T)

# A random time-even operator averaged over the group has only these forms
rng = np.random.default_rng(4)
M = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
M = M + M.conj().T
flip = np.kron(I6, pauli[1])
M = M + flip @ M.conj() @ flip
M = sum(G @ M @ G.conj().T for G in spinorb_ops) / 24
M4 = M.reshape(6, 2, 6, 2)
spin_part = [np.einsum("asbt,ts->ab", M4, s) / 2 for s in pauli]
b = np.trace(ang[2] @ spin_part[2]) / 2
c = np.trace(cross[2] @ spin_part[2]) / 2
assert abs(b) > 1e-3 and abs(c) > 1e-3
for k in range(3):
    assert np.allclose(spin_part[k], b * ang[k] + c * cross[k], atol=1e-10)

# Repulsion and dipole from quadrature over one period of the standing waves
g = 2 * np.pi * np.arange(8) / 8
r = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1)
phi = np.sqrt(2) * np.vstack([np.cos(r), np.sin(r)])
sn, s2 = np.sin(r), np.sin(2 * r)
field = np.array([s2[k] + sn[(k + 1) % 3] * sn[(k + 2) % 3]
                  for k in range(3)])
weight = 1 + 0.5 * sum(s2[k] * sn[(k + 1) % 3] * sn[(k + 2) % 3]
                       for k in range(3))
phi_A = A1 @ phi
contact = D / (2 * np.mean(weight * phi_A**2 * phi[5]**2))
gap_T = Et + contact * np.mean(weight * phi_A**4)
pairs = np.einsum("ap,bp->abp", phi, phi)
V4 = contact * np.einsum("acp,bdp->abcd", pairs * weight, pairs) / 512
V = np.einsum("abcd,su,tv->asbtcudv", V4, I2, I2).reshape(144, 144)
dip_orb = [np.einsum("ap,p,bp->ab", phi, f, phi) / 512 for f in field]
scale = d / (A1 @ dip_orb[2] @ I6[5])

# Antisymmetric two-electron space
basis = np.zeros((144, 66))
for n, (p, q) in enumerate(itertools.combinations(range(12), 2)):
    basis[12 * p + q, n] = 1 / np.sqrt(2)
    basis[12 * q + p, n] = -1 / np.sqrt(2)

def two_body(X):
    return basis.T @ X @ basis

def one_body(h):
    return two_body(np.kron(h, I12) + np.kron(I12, h))

sym = [two_body(np.kron(G, G)) for G in spinorb_ops]
dip = [one_body(np.kron(scale * m, I2)) for m in dip_orb]
spin = [one_body(np.kron(I6, s / 2)) for s in pauli]
S2 = sum(s @ s for s in spin)
for R, W in zip(ops, sym):
    for i in range(3):
        turned = sum(R[j, i] * dip[j] for j in range(3))
        assert np.allclose(W @ dip[i] @ W.conj().T, turned, atol=1e-10)

def solve(z, e, valley_shift=0.0):
    h_orb = gap_T * proj_T + (gap_T + gap_E) * proj_E
    h_orb = h_orb + valley_shift * np.diag([0, 0, 1, 0, 0, 1])
    h = np.kron(h_orb, I2).astype(complex)
    for k in range(3):
        h += np.kron(z * ang[k] + e * cross[k], pauli[k]) / 2
    H = one_body(h) + two_body(V)
    if valley_shift == 0:
        for W in sym:
            assert np.allclose(W @ H, H @ W, atol=1e-8)
    E, vec = np.linalg.eigh(H)
    amp = np.array([vec.conj().T @ m @ vec[:, 0] for m in dip])
    return E - E[0], vec, np.sum(abs(amp)**2, axis=0) / 3

def label(vec):
    return decompose(np.array([np.trace(vec.conj().T @ W @ vec)
                               for W in sym]))

def formula(et, gap, z):
    root = np.hypot(gap + z / 2, np.sqrt(2) * z)
    mid = et + (gap - z / 2) / 2
    w = (1 - (gap + z / 2) / root) / 2
    return mid - root / 2, mid + root / 2, w

# Without spin-orbit coupling the triplet is dark, even under strain
E0, vec0, str0 = solve(0.0, 0.0)
assert label(vec0[:, :1]) == "A1" and label(vec0[:, 1:10]) == split
assert np.ptp(E0[1:10]) < 1e-8 and str0[1:10].sum() / d**2 < 1e-18
assert solve(0.0, 0.0, 0.09)[2][1:10].sum() / d**2 < 1e-18
et_ci, gap_ci = E0[1], E0[16] - E0[1]
assert abs(et_ci - Et) < 0.2 and abs(gap_ci - D) < 0.2
assert abs(str0[16:19].sum() / (2 * d**2) - 1) < 0.03  # ground correlation

# Formula against diagonalization, both signs and a weak coupling
worst_E = worst_ratio = 0.0
for z in (zeta, -zeta, zeta / 10):
    E, vec, strength = solve(z, 0.0)
    low, high, w = formula(et_ci, gap_ci, z)
    expected = sorted([et_ci - z] + 3 * [low] + 5 * [et_ci + z / 2])
    dev = max(np.max(abs(E[1:10] - expected)),
              np.max(abs(E[16:19] - high)))
    ratio = strength[1:10].sum() / strength[16:19].sum()
    rel = abs(ratio * (1 - w) / w - 1)
    assert dev < 1e-3 and rel < 0.01
    worst_E, worst_ratio = max(worst_E, dev), max(worst_ratio, rel)
    if z == zeta:
        ratio_ci = ratio
        assert label(vec[:, 1:2]) == "A2" and label(vec[:, 2:5]) == "T2"
        assert label(vec[:, 5:10]) == "E+T1"
        assert (strength[1] + strength[5:10].sum()) / d**2 < 1e-18
    if z == zeta / 10:
        assert abs(w / (z**2 / (2 * gap_ci**2)) - 1) < 0.03

# Full shell with the E configuration coupled: label every level
E, vec, strength = solve(zeta, eta)
table, start = [], 0
for stop in range(1, 67):
    if stop == 66 or E[stop] - E[stop - 1] > 1e-6:
        block = vec[:, start:stop]
        name, total = label(block), strength[start:stop].sum()
        if "T2" not in name:
            assert total / d**2 < 1e-18
        s2_mean = np.trace(block.conj().T @ S2 @ block).real / (stop - start)
        if 0 < start and E[start] < Et + 30:
            table.append((E[start], name, 1 - s2_mean / 2, total))
        start = stop
ratio_eta = strength[1:10].sum() / strength[1:21].sum()
ratio_no_eta = ratio_ci / (1 + ratio_ci)

# Worked example and sizes of neglected effects
low, high, w = formula(Et, D, zeta)
w_neg = formula(Et, D, -zeta)[2]
meV = 1e-3 * const.e
f_unit = 2 * const.m_e * meV * 1e-18 / const.hbar**2
f_low, f_high = f_unit * low * 2*d*d*w, f_unit * high * 2*d*d*(1 - w)
wave_low = const.h * const.c / (low * meV) * 1e6
wave_high = const.h * const.c / (high * meV) * 1e6
Xi_u, strain = 9.0, 1e-5       # rough shear potential in eV; strain
shift = 1e3 * Xi_u * strain
st = solve(zeta, 0.0, shift)[2]
leak = (st[1] + st[5:10].sum()) / st[1:10].sum()
assert leak > 1e-6             # lowering the symmetry does break the rule
ions, eps_r, index, size, temp = 1e15, 11.7, 3.4, 1.0, 77.0
dist = 0.554 * (ions * 1e6)**(-1 / 3)
F = const.e / (4 * np.pi * const.epsilon_0 * eps_r * dist**2)
stark = F * d * 1e-9 * 1e6
k_photon = 2 * np.pi * index / (wave_low * 1e3)
quad = (k_photon * size**2 / (2 * d))**2
mu_B = const.physical_constants["Bohr magneton"][0]
spin_spin = const.mu_0 * (2 * mu_B)**2 / (4 * np.pi * (size * 1e-9)**3)
population = 9 * np.exp(-Et * meV / (const.k * temp))

print("3T2 under spin-orbit coupling:", split)
print(f"input Et = {Et:.1f} meV, D = {D:.1f} meV, zeta = {zeta:.1f} meV")
print(f"input dipole length d = {d:.2f} nm")
print(f"A2 level: {Et - zeta:.3f} meV")
print(f"T2 triplet-like level: {low:.3f} meV = {wave_low:.4f} um")
print(f"T2 before singlet mixing: {Et - zeta/2:.3f} meV")
print(f"E+T1 level: {Et + zeta/2:.3f} meV")
print(f"T2 singlet-like level: {high:.3f} meV = {wave_high:.4f} um")
print(f"off-diagonal element zeta/sqrt2: {zeta/np.sqrt(2):.4f} meV")
print(f"singlet weight w: {100*w:.3f} %")
print(f"weak-coupling estimate of w: {100*zeta**2/(2*D**2):.3f} %")
print(f"w for zeta of opposite sign: {100*w_neg:.3f} %")
print(f"oscillator strength, triplet-like: {f_low:.3e} (no unit)")
print(f"oscillator strength, singlet-like: {f_high:.3e} (no unit)")
print("66-state model, eta = 0:")
print(f" Et = {et_ci:.3f} meV, D = {gap_ci:.3f} meV at zeta = 0")
print(f" largest level deviation from formula: {worst_E:.1e} meV")
print(f" largest relative deviation of strength ratio: {worst_ratio:.1e}")
print(f"66-state model, eta = {eta:.1f} meV, E orbital {gap_E:.1f} meV up:")
print(" energy (meV), symmetry, singlet weight (%), strength/(2 d^2) (%)")
for energy, name, single, total in table:
    print(f" {energy:.3f}  {name:5s} {abs(100*single):8.4f}"
          f" {100*total/(2*d*d):9.4f}")
print(f"3T2 share of strength, eta off: {100*ratio_no_eta:.3f} %")
print(f"3T2 share of strength, eta on: {100*ratio_eta:.3f} %")
print(f"rough Xi_u = {Xi_u:.0f} eV, strain = {strain:.0e} (no unit)")
print(f"valley shift by strain: {shift:.3f} meV")
print(f"3T2 strength leaked to A2, E, T1 levels: {100*leak:.3f} %")
print(f"ions {ions:.0e} cm^-3, relative permittivity {eps_r:.1f}")
print(f"field of nearest ion: {F*1e-5:.3f} kV/cm")
print(f"Stark energy e d F: {stark:.2f} ueV")
print(f"refractive index {index:.1f}, transition size {size:.1f} nm")
print(f"quadrupole/dipole operator ratio squared: {quad:.1e} (no unit)")
print(f"spin-spin energy at that size: {spin_spin/const.e*1e6:.2f} ueV")
print(f"3T2 population at {temp:.0f} K relative to ground: {population:.1e}")
print("every check passed")
```

It prints:

```
3T2 under spin-orbit coupling: A2+E+T1+T2
input Et = 265.0 meV, D = 5.0 meV, zeta = 0.8 meV
input dipole length d = 0.05 nm
A2 level: 264.200 meV
T2 triplet-like level: 264.541 meV = 4.6868 um
T2 before singlet mixing: 264.600 meV
E+T1 level: 265.400 meV
T2 singlet-like level: 270.059 meV = 4.5910 um
off-diagonal element zeta/sqrt2: 0.5657 meV
singlet weight w: 1.063 %
weak-coupling estimate of w: 1.280 %
w for zeta of opposite sign: 1.447 %
oscillator strength, triplet-like: 3.689e-04 (no unit)
oscillator strength, singlet-like: 3.506e-02 (no unit)
66-state model, eta = 0:
 Et = 265.042 meV, D = 4.987 meV at zeta = 0
 largest level deviation from formula: 3.4e-06 meV
 largest relative deviation of strength ratio: 2.3e-04
66-state model, eta = 0.8 meV, E orbital 3.0 meV up:
 energy (meV), symmetry, singlet weight (%), strength/(2 d^2) (%)
 264.242  A2      0.0000    0.0000
 264.566  T2      0.9550    0.9461
 265.353  T1      0.0000    0.0000
 265.399  E       0.7539    0.0000
 267.973  T2      4.1450    4.1069
 268.131  T1      0.0000    0.0000
 270.173  T2     94.9000   94.0336
 271.063  E      99.2461    0.0000
3T2 share of strength, eta off: 1.067 %
3T2 share of strength, eta on: 0.955 %
rough Xi_u = 9 eV, strain = 1e-05 (no unit)
valley shift by strain: 0.090 meV
3T2 strength leaked to A2, E, T1 levels: 0.257 %
ions 1e+15 cm^-3, relative permittivity 11.7
field of nearest ion: 0.401 kV/cm
Stark energy e d F: 2.01 ueV
refractive index 3.4, transition size 1.0 nm
quadrupole/dipole operator ratio squared: 2.1e-03 (no unit)
spin-spin energy at that size: 0.21 ueV
3T2 population at 77 K relative to ground: 4.1e-17
every check passed
```
